**Polariton branches and the forbidden interval of one undamped exciton**

The program treats an exciton oscillator with transverse frequency \(\omega_T\), longitudinal frequency \(\omega_L\) and background constant \(\varepsilon_b\), coupled to light of wave number \(k\). The result is \(\omega_\pm^2=\frac12[\omega_L^2+Q\pm\sqrt{(\omega_L^2+Q)^2-4\omega_T^2Q}]\) with \(Q=c^2k^2/\varepsilon_b\), and no transverse wave of real \(k\) lies between \(\omega_T\) and \(\omega_L\). The program diagonalizes the coupled Maxwell and oscillator equations for a weak and a strong coupling. It asserts agreement with the formula, rising branches and an empty gap over the sampled wave numbers. It also asserts the group velocities, the smallest branch separation, and the slab transmission found by integrating the wave equation. For \(\hbar\omega_T=3.480\) eV, \(\hbar\omega_L=3.481\) eV and \(\varepsilon_b=6\), the output shows a 1 meV gap, an 83.4 meV smallest branch separation and a midgap decay length of 23.1 nm. Further output sizes the effects of damping, exciton motion, a second exciton and ionization, using rough values in the regime of gallium nitride.

## Numerical verification

```python
"""
Result under test: a lossless, local medium with one exciton oscillator
    P'' + wT^2 P = eps0 f E,   D = eps0 eb E + P,   f = eb (wL^2 - wT^2)
has two transverse polariton branches, with Q = (c k)^2 / eb,
    w^2 = [wL^2 + Q +/- sqrt((wL^2 + Q)^2 - 4 wT^2 Q)] / 2,
and no transverse plane wave of real k between wT and wL.
Symbols: wT, wL = transverse and longitudinal exciton energies (eV),
eb = background dielectric constant, k = wave number, q = hbar c k (eV).
All frequencies are written as energies hbar*omega in eV.
The branches are checked by diagonalizing the coupled equations of motion,
the decay in the gap by integrating the wave equation through a slab.
Material parameters are rough values in the regime of gallium nitride.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

HC = const.hbar * const.c / const.e * 1e9       # eV nm
wT, wL, eb = 3.480, 3.481, 6.0
f = eb * (wL**2 - wT**2)                        # eV^2


def branch_formula(q, wt, wl, e_b):
    Q = q**2 / e_b
    s = wl**2 + Q
    upper_sq = (s + np.sqrt(s**2 - 4 * wt**2 * Q)) / 2
    # the product of the two roots is wt^2 Q: avoids cancellation
    return np.sqrt(wt**2 * Q / upper_sq), np.sqrt(upper_sq)


def modes(q, wt_sq, strength, e_b):
    """Two positive frequencies of the state (E, cB, P/eps0, P'/eps0)."""
    a = np.array([[0, -1j * q / e_b, 0, -1 / e_b],
                  [-1j * q, 0, 0, 0],
                  [0, 0, 0, 1],
                  [strength, 0, -wt_sq, 0]], dtype=complex)
    freq = 1j * np.linalg.eigvals(a)
    assert np.max(np.abs(freq.imag)) < 1e-8
    return np.sort(freq.real)[2:]


# Branches, forbidden interval, monotonic rise: weak and strong coupling
for wt, wl, e_b in [(wT, wL, eb), (1.0, 1.3, 2.0)]:
    strength = e_b * (wl**2 - wt**2)
    qs = np.logspace(-2, 2, 161) * wt
    numeric = np.array([modes(q, wt**2, strength, e_b) for q in qs])
    formula = np.array([branch_formula(q, wt, wl, e_b) for q in qs])
    assert np.max(np.abs(numeric - formula)) < 1e-9
    assert numeric[:, 0].max() < wt and numeric[:, 1].min() > wl
    assert wt - numeric[-1, 0] < 1e-3 * wt
    assert numeric[0, 1] - wl < 1e-3 * wl
    assert np.all(np.diff(numeric, axis=0) > 0)
    static = e_b * wl**2 / wt**2
    assert abs(numeric[0, 0] / qs[0] * np.sqrt(static) - 1) < 1e-3
    assert abs(numeric[-1, 1] / qs[-1] * np.sqrt(e_b) - 1) < 1e-3
    # longitudinal motion: D' = 0, state (E, P/eps0, P'/eps0)
    longitudinal = np.array([[0, 0, -1 / e_b], [0, 0, 1],
                             [strength, -wt**2, 0]])
    top = np.max((1j * np.linalg.eigvals(longitudinal)).real)
    assert abs(top - wl) < 1e-9

print(f"hbar c = {HC:.4f} eV nm")
print(f"Inputs: wT = {wT:.4f} eV, wL = {wL:.4f} eV, eb = {eb:.2f}")
print(f"Oscillator strength f = {f:.6f} eV^2")
print(f"Forbidden interval wL - wT = {1e3 * (wL - wT):.3f} meV")
print(f"Static dielectric constant = {eb * wL**2 / wT**2:.5f}")

# Smallest separation of the branches at equal k
best = minimize_scalar(lambda q: np.diff(modes(q, wT**2, f, eb))[0],
                       bounds=(5, 12), method="bounded",
                       options={"xatol": 1e-8})
q_cross = np.sqrt(eb) * wT
assert abs(best.x - q_cross) < 1e-4
assert abs(best.fun - np.sqrt(wL**2 - wT**2)) < 1e-9
print(f"Crossing wave number = {q_cross / HC:.5f} 1/nm")
print(f"Smallest branch separation at equal k = {1e3 * best.fun:.2f} meV")

# Branch energies and group velocities
print("k (1/nm), lower (eV), upper (eV), lower vg/c, upper vg/c:")
for k in [0.01, 0.03, q_cross / HC, 0.06, 0.10]:
    q, h = k * HC, 1e-4
    w = np.array(branch_formula(q, wT, wL, eb))
    vg = q / (eb * w) * (w**2 - wT**2) / (2 * w**2 - wL**2 - q**2 / eb)
    difference = (modes(q + h, wT**2, f, eb)
                  - modes(q - h, wT**2, f, eb)) / (2 * h)
    assert np.max(np.abs(vg - difference)) < 1e-5 and np.all(vg > 0)
    print(f"  {k:.5f}  {w[0]:.6f}  {w[1]:.6f}  {vg[0]:.3e}  {vg[1]:.5f}")


def response(w):
    """Dielectric constant from the steady oscillator driven by E = 1."""
    motion = np.array([[-1j * w, -1], [wT**2, -1j * w]])
    return eb + np.linalg.solve(motion, np.array([0, f]))[0].real


def slab_numeric(w, d):
    """Vacuum / slab / vacuum, integrated back from the exit face."""
    k0, eps = w / HC, response(w)
    sol = solve_ivp(lambda z, y: [y[1], -k0**2 * eps * y[0]], (d, 0),
                    np.array([1, 1j * k0], dtype=complex),
                    method="DOP853", rtol=1e-10, atol=1e-13)
    field, slope = sol.y[:, -1]
    incident = (field + slope / (1j * k0)) / 2
    reflected = (field - slope / (1j * k0)) / 2
    return 1 / abs(incident)**2, abs(reflected / incident)**2


def slab_formula(w, d):
    k0 = w / HC
    eps = eb * (wL**2 - w**2) / (wT**2 - w**2)
    if eps < 0:
        kappa = k0 * np.sqrt(-eps)
        x = (kappa**2 + k0**2) / (2 * kappa * k0) * np.sinh(kappa * d)
    else:
        kr = k0 * np.sqrt(eps)
        x = (kr**2 - k0**2) / (2 * kr * k0) * np.sin(kr * d)
    return 1 / (1 + x**2)


w_mid = (wT + wL) / 2
eps_mid = response(w_mid)
kappa_mid = w_mid / HC * np.sqrt(-eps_mid)
print(f"Midgap energy = {w_mid:.4f} eV, dielectric constant {eps_mid:.4f}")
print(f"Midgap decay constant = {kappa_mid:.5f} 1/nm")
print(f"Midgap field decay length = {1 / kappa_mid:.2f} nm")
for w in [3.470, w_mid, 3.490]:
    for d in [100.0, 300.0]:
        trans, refl = slab_numeric(w, d)
        assert abs(trans / slab_formula(w, d) - 1) < 1e-6
        assert abs(trans + refl - 1) < 1e-7
        print(f"Slab {d:.0f} nm at {w:.4f} eV: transmission {trans:.4e}")

# Neglected effect 1: damping, full width gamma
def half_space(gamma):
    eps = eb + f / (wT**2 - w_mid**2 - 1j * gamma * w_mid)
    n = np.sqrt(eps)
    return abs((1 - n) / (1 + n))**2


assert abs(half_space(1e-10) - 1) < 1e-5
n_b = np.sqrt(eb)
print(f"Reflectance, background only = {((n_b - 1) / (n_b + 1))**2:.4f}")
print(f"Midgap reflectance, undamped limit = {half_space(1e-10):.4f}")
for label, gamma in [("cold", 1e-3), ("room temperature", 20e-3)]:
    print(f"Midgap reflectance, {label}, width {1e3 * gamma:.0f} meV"
          f" = {half_space(gamma):.4f}")

# Neglected effect 2: exciton motion, wT^2 -> wT^2 + wT q^2 / (M c^2)
mass = 1.3
Mc2 = mass * const.m_e * const.c**2 / const.e
b = wT * w_mid**2 / Mc2
detuning = wT**2 - w_mid**2
n_sq = np.sort(np.roots([b, detuning - eb * b, -eb * detuning - f]).real)
assert n_sq[0] < 0 < n_sq[1]
q_move = w_mid * np.sqrt(n_sq[1])
moving = modes(q_move, wT**2 + wT * q_move**2 / Mc2, f, eb)
assert np.min(np.abs(moving - w_mid)) < 1e-9
n1, n2 = np.sqrt(n_sq.astype(complex))
surface = np.array([[-1, 1, 1], [1, n1, n2],
                    [0, n_sq[0] - eb, n_sq[1] - eb]])
r = np.linalg.solve(surface, np.array([1, 1, 0]))[0]
print(f"Exciton mass = {mass:.2f} electron masses")
print(f"Moving exciton: midgap wavelength {2 * np.pi * HC / q_move:.2f} nm")
print(f"Its kinetic energy = {1e3 * q_move**2 / (2 * Mc2):.4f} meV")
print(f"Midgap reflectance with moving exciton = {abs(r)**2:.4f}")

# Neglected effect 3: second exciton of equal strength
spacing = 6e-3
w2 = wT + spacing
coupled = np.diag([wT**2, w2**2]) + f / eb * np.ones((2, 2))
wL_two = np.sqrt(np.linalg.eigvalsh(coupled)[0])
assert abs(eb + f / (wT**2 - wL_two**2) + f / (w2**2 - wL_two**2)) < 1e-6
print(f"Second exciton {1e3 * spacing:.1f} meV higher:"
      f" first gap {1e3 * (wL_two - wT):.3f} meV")

# Neglected effect 4: ionization by heat and field, and the continuum
binding, eps_static, temperature, device_field = 25e-3, 9.5, 300.0, 1.0
radius = const.alpha * HC / (2 * eps_static * binding)
ion_field = binding / radius * 10               # V/nm to MV/cm
kT = const.k * temperature / const.e
print(f"Exciton binding energy = {1e3 * binding:.1f} meV")
print(f"Full static constant (with lattice) = {eps_static:.1f}")
print(f"Exciton radius = {radius:.3f} nm")
print(f"Thermal energy at {temperature:.0f} K = {1e3 * kT:.2f} meV")
print(f"Ionizing field scale = {ion_field:.4f} MV/cm")
print(f"Device field = {device_field:.1f} MV/cm,"
      f" ratio {device_field / ion_field:.1f}")
print(f"Ionization edge = {wT + binding:.4f} eV")
upper_cross = branch_formula(q_cross, wT, wL, eb)[1]
print(f"Upper branch at crossing lies"
      f" {1e3 * (upper_cross - wT - binding):.2f} meV above this edge")
print("OK")
```

Output:

```
hbar c = 197.3270 eV nm
Inputs: wT = 3.4800 eV, wL = 3.4810 eV, eb = 6.00
Oscillator strength f = 0.041766 eV^2
Forbidden interval wL - wT = 1.000 meV
Static dielectric constant = 6.00345
Crossing wave number = 0.04320 1/nm
Smallest branch separation at equal k = 83.43 meV
k (1/nm), lower (eV), upper (eV), lower vg/c, upper vg/c:
  0.01000  0.805340  3.481057  4.081e-01  0.00006
  0.03000  2.415413  3.481929  4.076e-01  0.00061
  0.04320  3.438534  3.521966  2.041e-01  0.20411
  0.06000  3.478925  4.834998  3.764e-04  0.40785
  0.10000  3.479771  8.056371  2.858e-05  0.40821
Midgap energy = 3.4805 eV, dielectric constant -6.0009
Midgap decay constant = 0.04321 1/nm
Midgap field decay length = 23.14 nm
Slab 100 nm at 3.4700 eV: transmission 4.6647e-01
Slab 300 nm at 3.4700 eV: transmission 5.4710e-01
Slab 100 nm at 3.4805 eV: transmission 3.4598e-04
Slab 300 nm at 3.4805 eV: transmission 1.0792e-11
Slab 100 nm at 3.4900 eV: transmission 6.2156e-01
Slab 300 nm at 3.4900 eV: transmission 9.5341e-01
Reflectance, background only = 0.1766
Midgap reflectance, undamped limit = 1.0000
Midgap reflectance, cold, width 1 meV = 0.3379
Midgap reflectance, room temperature, width 20 meV = 0.1772
Exciton mass = 1.30 electron masses
Moving exciton: midgap wavelength 43.90 nm
Its kinetic energy = 0.6003 meV
Midgap reflectance with moving exciton = 0.4190
Second exciton 6.0 meV higher: first gap 0.838 meV
Exciton binding energy = 25.0 meV
Full static constant (with lattice) = 9.5
Exciton radius = 3.032 nm
Thermal energy at 300 K = 25.85 meV
Ionizing field scale = 0.0825 MV/cm
Device field = 1.0 MV/cm, ratio 12.1
Ionization edge = 3.5050 eV
Upper branch at crossing lies 16.97 meV above this edge
OK
```
